**Nosé–Hoover chain masses and the mean-square frequency of each link**

For friction variables $\zeta_j$ ($j=1,\dots,M$) with masses $Q_j$ acting on $N_f$ momenta at thermal energy $kT$, the canonical mean-square frequency is $\Omega_j^2=\langle\dot\zeta_j^2\rangle/\langle\zeta_j^2\rangle=2g_jkT/Q_j+kT/Q_{j+1}$, with $g_1=N_f$, $g_{j>1}=1$ and the last term absent for $j=M$. The masses $Q_j=g_jkT\tau^2$ give $\Omega_j^2\tau^2=3$ for $j<M$ and $2$ for $j=M$, while equal frequencies require $g_jkT/Q_j=\Omega^2[1/3+(-1/2)^{M-j}/6]$. The program asserts symbolically that $\exp[-(H+\sum Q\zeta^2/2)/kT]$ is stationary (and is not for a wrong $N_f$), that the conditional average of $\ddot\zeta_j$ has the derived cubic form, and that both moment ratios equal $\Omega_j^2$; it also compares the matching formula with a linear solve. Trajectories of three coupled anharmonic oscillators with $M=4$, started out of equilibrium, are asserted to reproduce $\Omega_j^2$ within 6% and equipartition of $\zeta_j$ within 5% for three sets of masses. For $M=1$ and equal oscillators of frequency $\omega_0$, squared frequencies $W$ fitted to full trajectories are asserted to match the roots of $W^2-(4\omega_0^2+2/\tau^2)W+4\omega_0^2/\tau^2=0$ within 0.1%. The printed autocorrelation minima, which are not asserted, are shallower than $-1$ and later than $\pi/\Omega_j$. The example ($N_f=189$, 300 K, $\tau=20$ fs, $M=4$) gives $Q_1=1954$ eV fs², $Q_j=10.34$ eV fs² and periods of 72.6 fs and 88.9 fs.

## Verification by program

```python
# Nose-Hoover chain masses.  z_j = p_eta_j/Q_j, j=1..M, z_{M+1}=0, g_1=Nf, g_j=1 (j>1)
#   dp/dt = F - z_1 p,  Q_j dz_j/dt = G_j - Q_j z_j z_{j+1},
#   G_1 = sum p^2/m - Nf kT,  G_j = Q_{j-1} z_{j-1}^2 - kT.
# Under test: exp(-(H+sum Q z^2/2)/kT) is stationary;
#   Om_j^2 = <zdot_j^2>/<z_j^2> = 2 g_j kT/Q_j + kT/Q_{j+1} (last term absent for j=M);
#   equal Om needs g_j kT/Q_j = Om^2 [1/3 + (-1/2)^(M-j)/6];
#   Q_j = g_j kT tau^2 gives Om^2 tau^2 = 3 (j<M), 2 (j=M);
#   M=1, equal oscillators w0: W^2-(4w0^2+2/tau^2)W+4w0^2/tau^2=0, W = squared frequency.
import numpy as np
import sympy as sp
from scipy.integrate import solve_ivp, quad
from scipy.stats import chi2
from scipy.constants import physical_constants as pc, c, pi

# ---------- symbolic checks ----------
s = sp.Symbol('s', real=True)
mom = {k: sp.integrate(s**k*sp.exp(-s**2/2), (s, -sp.oo, sp.oo))/sp.sqrt(2*sp.pi)
       for k in range(7)}
kT = sp.Symbol('kT', positive=True)

def gavg(e, pairs):
    for x, var in pairs:
        e = sp.expand(e)
        e = sum(e.coeff(x, k)*mom[k]*var**(k//2) for k in range(0, 7, 2))
    return sp.expand(e)

for n in (1, 3):
    for M in (1, 2, 4):
        q = sp.symbols('q0:%d' % n); p = sp.symbols('p0:%d' % n)
        m = sp.symbols('m0:%d' % n, positive=True)
        z = sp.symbols('z0:%d' % M); Q = sp.symbols('Q0:%d' % M, positive=True)
        U = sp.Function('U')(*q)
        twoK = sum(p[i]**2/m[i] for i in range(n))
        E = twoK/2 + U + sum(Q[j]*z[j]**2 for j in range(M))/2
        X = list(q) + list(p) + list(z)
        def field(Nf):
            G = [twoK - Nf*kT] + [Q[j-1]*z[j-1]**2 - kT for j in range(1, M)]
            return ([p[i]/m[i] for i in range(n)]
                    + [-sp.diff(U, q[i]) - z[0]*p[i] for i in range(n)]
                    + [G[j]/Q[j] - (z[j]*z[j+1] if j < M-1 else 0) for j in range(M)])
        lie = lambda f, V: sum(sp.diff(f, x)*v for x, v in zip(X, V))
        stat = lambda V: sp.expand(sum(sp.diff(v, x) for x, v in zip(X, V)) - lie(E, V)/kT)
        V = field(n)
        assert stat(V) == 0 and stat(field(n+1)) != 0
        pp = [(p[i], m[i]*kT) for i in range(n)]
        zz = [(z[j], kT/Q[j]) for j in range(M)]
        for j in range(M):
            g = n if j == 0 else 1
            inv_next = 1/Q[j+1] if j < M-1 else 0
            zd = V[2*n+j]; zdd = lie(zd, V)
            cond = gavg(zdd, pp + zz[:j] + zz[j+1:])
            cubic = -(2*g*kT/Q[j] - 2*kT*inv_next)*z[j] - Q[j]*inv_next*z[j]**3
            assert sp.expand(cond - cubic) == 0
            om2 = 2*g*kT/Q[j] + kT*inv_next
            assert sp.expand(gavg(zd**2, pp+zz)*Q[j]/kT - om2) == 0
            assert sp.expand(gavg(-z[j]*zdd, pp+zz)*Q[j]/kT - om2) == 0

def om2_formula(Q, Nf, kT):
    g = np.ones(len(Q)); g[0] = Nf
    out = 2*g*kT/Q
    out[:-1] += kT/Q[1:]
    return out

def matched_x(M):  # g_j kT/(Q_j Om^2)
    return np.array([1/3 + (-0.5)**(M-j)/6 for j in range(1, M+1)])

for M in range(1, 9):
    x = np.linalg.solve(2*np.eye(M) + np.eye(M, k=1), np.ones(M))
    assert np.allclose(x, matched_x(M), rtol=1e-13)
    assert x.min() >= 0.25 - 1e-14 and x.max() <= 0.5 + 1e-14
print("matched g kT/(Q Om^2), M=4 (dimensionless):", np.round(matched_x(4), 5))

# ---------- ensemble dynamics, units m = kT = tau = 1, Nf=3, M=4 ----------
Nf, M, R, dt, neq, nrun = 3, 4, 1200, 0.025, 1000, 2400
g = np.array([Nf, 1., 1., 1.])
sets = {"standard": g.copy(), "matched Om^2=3": g/(3*matched_x(M)), "Q1 without Nf": np.ones(M)}
Qa = np.concatenate([np.repeat(v[:, None], R, 1) for v in sets.values()], 1)
ks = np.array([1.0, 1.7, 2.6])[:, None]

def rhs(y):  # U = sum(k q^2/2+q^4/4) + sum(q_i^2 q_{i+1}^2/2 - 0.3 q_i q_{i+1})
    q, p, z = y[:3], y[3:6], y[6:]
    q2 = q*q
    d = np.empty_like(y)
    F = -(ks + q2)*q
    F[:-1] += 0.3*q[1:] - q[:-1]*q2[1:]
    F[1:] += 0.3*q[:-1] - q[1:]*q2[:-1]
    d[:3] = p
    d[3:6] = F - z[0]*p
    d[6] = ((p*p).sum(0) - Nf)/Qa[0]
    d[7:] = (Qa[:-1]*z[:-1]**2 - 1)/Qa[1:]
    d[6:9] -= z[:-1]*z[1:]
    return d

rng = np.random.default_rng(1)
y = np.zeros((10, 3*R))
y[:3] = rng.uniform(-1, 1, (3, 3*R))
y[3:6] = np.sqrt(2.0)*rng.standard_normal((3, 3*R))   # too hot, z = 0: not canonical
sz = np.zeros((M, 3*R)); sd = np.zeros((M, 3*R)); hist = []
for it in range(neq + nrun):
    k1 = rhs(y); k2 = rhs(y + 0.5*dt*k1); k3 = rhs(y + 0.5*dt*k2); k4 = rhs(y + dt*k3)
    ynew = y + dt/6*(k1 + 2*k2 + 2*k3 + k4)
    if it >= neq:
        sz += y[6:]**2; sd += ((ynew[6:] - y[6:])/dt)**2
        if it % 4 == 0:
            hist.append(y[6:, :600].copy())
    y = ynew
print("dynamics: Nf=%d M=%d, %d replicas/set, dt=%.3f tau, run %.0f+%.0f tau"
      % (Nf, M, R, dt, neq*dt, nrun*dt))
for i, (name, Qv) in enumerate(sets.items()):
    a, b = sz[:, i*R:(i+1)*R], sd[:, i*R:(i+1)*R]
    meas = b.sum(1)/a.sum(1); pred = om2_formula(Qv, Nf, 1.0)
    blk = b.reshape(M, 20, -1).sum(2)/a.reshape(M, 20, -1).sum(2)
    err = blk.std(1, ddof=1)/np.sqrt(20)
    equi = Qv*a.mean(1)/nrun
    print("[%s] Q/(kT tau^2) ="% name, np.round(Qv, 4), " Q<z^2>/kT =", np.round(equi, 3))
    print("  (Om tau)^2 formula", np.round(pred, 3), "measured", np.round(meas, 3))
    print("  standard error", np.round(err, 3))
    # sampling noise is about 1-2 per cent (heavy-tailed zdot^2)
    assert np.all(abs(meas/pred - 1) < 0.06) and np.all(abs(equi - 1) < 0.05)
hist = np.array(hist)
C = np.array([(hist[l:]*hist[:len(hist)-l]).mean((0, 2)) for l in range(41)])
C /= C[0]
print("standard set, min of C_j(t), t<=4 tau:", np.round(C.min(0), 3))
print("  at t/tau =", np.round(C.argmin(0)*4*dt, 2),
      " pi/(Om tau) =", np.round(pi/np.sqrt(om2_formula(g, Nf, 1.0)), 2))

# ---------- single thermostat on equal oscillators: frequencies from trajectories ----------
def lines_formula(w):
    return np.sort(np.roots([1, -(4*w*w + 2), 4*w*w]).real)

def lines_measured(w, n=6, eps=1e-5):
    ph = pi*np.arange(n)/n
    p0 = np.sqrt(2)*np.cos(ph)*(1 + eps)
    q0 = np.sqrt(2)*np.sin(ph)*(1 + 2*eps)/w if w > 0 else np.zeros(n)
    f = lambda t, u: np.concatenate((u[n:-1], -w*w*u[:n] - u[-1]*u[n:-1],
                                     [(u[n:-1] @ u[n:-1] - n)/n]))
    h = 1/np.sqrt(4*w*w + 2); t = h*np.arange(200)
    zt = solve_ivp(f, (0, t[-1]), np.concatenate((q0, p0, [0.0])), method='DOP853',
                   t_eval=t, rtol=1e-12, atol=1e-14).y[-1]/eps
    if w == 0:
        xs = np.array([(zt[2:] + zt[:-2]) @ zt[1:-1]/(zt[1:-1] @ zt[1:-1])])
    else:  # two-cosine linear recurrence, x = 2 cos(freq*h)
        A = np.column_stack((zt[3:-1] + zt[1:-3], zt[2:-2]))
        al, be = np.linalg.lstsq(A, -(zt[4:] + zt[:-4]), rcond=None)[0]
        xs = np.roots([1, al, be - 2]).real
    return np.sort((np.arccos(xs/2)/h)**2)

free = lines_measured(0.0)[0]
assert abs(free - 2) < 1e-3
print("M=1 free particles: W tau^2 measured = %.5f" % free)
T, tau_fs, Nat, M, nu0 = 300.0, 20.0, 64, 4, 500.0
to_cm = 1e15/(2*pi*c*100)            # rad/fs -> cm^-1
w_ex = nu0/to_cm*tau_fs
for w in (0.2, 1.0, w_ex, 5.0):
    me, fo = lines_measured(w), lines_formula(w)
    assert np.allclose(me, fo, rtol=1e-3) and me[0] < 1 and me[1] > 2
    print("M=1 w0 tau=%.4f: W tau^2 formula %.4f %.4f measured %.4f %.4f" % (w, *fo, *me))
assert abs(me[0] - 1) < 0.02          # stiff oscillators: slow line near 1/tau

# ---------- worked example ----------
Nf = 3*Nat - 3
aut = pc['atomic unit of time'][0]*1e15
kTh = T*pc['kelvin-hartree relationship'][0]; eV = pc['Hartree energy in eV'][0]
tau = tau_fs/aut
g = np.ones(M); g[0] = Nf
Qs = g*kTh*tau**2
lo, hi = 20.0, 600.0
mean = quad(lambda x: x*chi2.pdf(x, Nf), lo, hi, points=[Nf])[0]
var = quad(lambda x: (x - Nf)**2*chi2.pdf(x, Nf), lo, hi, points=[Nf])[0]
om2 = om2_formula(Qs, Nf, kTh)
om2_1 = (var*kTh**2/Qs[0]**2 + kTh**2/(Qs[0]*Qs[1]))/(kTh/Qs[0])
assert abs(mean/Nf - 1) < 1e-7 and abs(om2_1/om2[0] - 1) < 1e-6
om = np.sqrt(om2)/aut
print("example: N=%d Nf=%d M=%d T=%.0f K tau=%.0f fs" % (Nat, Nf, M, T, tau_fs))
print("a.u. of time = %.6f fs; kT = %.6e hartree; tau = %.3f a.u." % (aut, kTh, tau))
print("var(2K)/(kT)^2 by quadrature = %.4f" % var)
print("Q1 = %.1f hartree a.u.^2 = %.2f eV fs^2" % (Qs[0], Qs[0]*eV*aut**2))
print("Qj = %.2f hartree a.u.^2 = %.4f eV fs^2" % (Qs[1], Qs[1]*eV*aut**2))
print("1/tau = %.4f rad/fs = %.1f cm^-1; 2 pi tau = %.2f fs"
      % (1/tau_fs, to_cm/tau_fs, 2*pi*tau_fs))
print("Om_j (rad/fs):", np.round(om, 5))
print("Om_j (cm^-1):", np.round(om*to_cm, 1))
print("2 pi/Om_j (fs):", np.round(2*pi/om, 2), " in tau:", np.round(2*pi/om/tau_fs, 3))
print("rms z_j (1/fs):", np.round(np.sqrt(kTh/Qs)/aut, 5))
Qm = g*kTh/(om2[0]*matched_x(M))
assert np.allclose(om2_formula(Qm, Nf, kTh), om2[0], rtol=1e-12)
print("matched Q for Om=Om_1 (hartree a.u.^2):", np.round(Qm, 1))
print("matched/standard mass ratio:", np.round(Qm/Qs, 4))
bad = np.sqrt(om2_formula(np.full(M, Qs[1]), Nf, kTh)[0])/aut
print("Q1 without Nf: Om_1 = %.4f rad/fs = %.0f cm^-1; Om_1 tau = %.3f"
      % (bad, bad*to_cm, bad*tau_fs))
ln = np.sqrt(lines_formula(w_ex))/tau_fs*to_cm
print("M=1, mode %.0f cm^-1: w0 tau = %.4f, lines %.1f and %.1f cm^-1" % (nu0, w_ex, *ln))
print("verified")
```

Running it gives:

```
matched g kT/(Q Om^2), M=4 (dimensionless): [0.3125 0.375  0.25   0.5   ]
dynamics: Nf=3 M=4, 1200 replicas/set, dt=0.025 tau, run 25+60 tau
[standard] Q/(kT tau^2) = [3. 1. 1. 1.]  Q<z^2>/kT = [0.995 1.002 1.    0.997]
  (Om tau)^2 formula [3. 3. 3. 2.] measured [3.006 2.995 3.012 2.003]
  standard error [0.016 0.017 0.017 0.005]
[matched Om^2=3] Q/(kT tau^2) = [3.2    0.8889 1.3333 0.6667]  Q<z^2>/kT = [1.001 0.999 0.999 1.003]
  (Om tau)^2 formula [3. 3. 3. 3.] measured [3.048 3.006 2.995 3.002]
  standard error [0.019 0.025 0.02  0.007]
[Q1 without Nf] Q/(kT tau^2) = [1. 1. 1. 1.]  Q<z^2>/kT = [0.998 1.002 1.    1.01 ]
  (Om tau)^2 formula [7. 3. 3. 2.] measured [6.991 3.    3.009 1.991]
  standard error [0.029 0.021 0.015 0.005]
standard set, min of C_j(t), t<=4 tau: [-0.607 -0.318 -0.119 -0.236]
  at t/tau = [2.7 3.9 2.1 2.6]  pi/(Om tau) = [1.81 1.81 1.81 2.22]
M=1 free particles: W tau^2 measured = 2.00000
M=1 w0 tau=0.2000: W tau^2 formula 0.0768 2.0832 measured 0.0768 2.0832
M=1 w0 tau=1.0000: W tau^2 formula 0.7639 5.2361 measured 0.7639 5.2361
M=1 w0 tau=1.8837: W tau^2 formula 0.9299 15.2627 measured 0.9299 15.2627
M=1 w0 tau=5.0000: W tau^2 formula 0.9900 101.0100 measured 0.9900 101.0100
example: N=64 Nf=189 M=4 T=300 K tau=20 fs
a.u. of time = 0.024189 fs; kT = 9.500435e-04 hartree; tau = 826.827 a.u.
var(2K)/(kT)^2 by quadrature = 378.0000
Q1 = 122753.8 hartree a.u.^2 = 1954.41 eV fs^2
Qj = 649.49 hartree a.u.^2 = 10.3408 eV fs^2
1/tau = 0.0500 rad/fs = 265.4 cm^-1; 2 pi tau = 125.66 fs
Om_j (rad/fs): [0.0866  0.0866  0.0866  0.07071]
Om_j (cm^-1): [459.8 459.8 459.8 375.4]
2 pi/Om_j (fs): [72.55 72.55 72.55 88.86]  in tau: [3.628 3.628 3.628 4.443]
rms z_j (1/fs): [0.00364 0.05    0.05    0.05   ]
matched Q for Om=Om_1 (hartree a.u.^2): [130937.4    577.3    866.     433. ]
matched/standard mass ratio: [1.0667 0.8889 1.3333 0.6667]
Q1 without Nf: Om_1 = 0.9734 rad/fs = 5168 cm^-1; Om_1 tau = 19.468
M=1, mode 500 cm^-1: w0 tau = 1.8837, lines 256.0 and 1037.0 cm^-1
verified
```
